# Double counting in quantum defect embedding at the G0W0 level

In quantum defect embedding a few orbitals, the active space $A$, are treated with an accurate many-electron solver, while the remaining orbitals $R$ enter through a one-body term and a screened interaction. If the surroundings are described by G0W0 and the active electrons interact through the static, partially screened interaction $v_{\rm eff}$, the one-body term is

$$t_{\rm eff}=[H_{KS}-V_{xc}+\Sigma_{xc}]_A-\Sigma_{dc},\qquad \Sigma_{dc}=V_H^{dc}+\Sigma_{xc}^{dc},\tag{1}$$

with

$$(V_H^{dc})_{pq}=\sum_{rs\in A}(pq|v_{\rm eff}|rs)\,\rho_{rs},\qquad \Sigma_{xc}^{dc}=iG_0^AW^A,\qquad W^A=v_{\rm eff}+v_{\rm eff}P^AW^A.\tag{2}$$

Here $H_{KS}$ is the Kohn-Sham Hamiltonian, $V_{xc}$ its exchange-correlation potential, $\Sigma_{xc}$ the full G0W0 self-energy, $\rho$ the Kohn-Sham density matrix in $A$ summed over spin, $G_0^A$ the Kohn-Sham Green's function in $A$, and $P^A$ the polarizability from transitions inside $A$. The partially screened interaction thus plays the part of a bare interaction: the active electrons must screen it once more. The product $iG_0^Av_{\rm eff}$ alone would be a Fock term, and the active-space correlation already present in $\Sigma_{xc}$ would then be counted a second time by the solver.

The setting is a closed-shell system at zero temperature with real orbitals $\phi_p$ and energies $\varepsilon_p$. The integrals are

$$(pq|w|rs)=\iint\phi_p(\mathbf r)\phi_q(\mathbf r)\,w(\mathbf r,\mathbf r')\,\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r',$$

and the bare interaction is $v=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. Frequencies are written as energies, $E=\hbar\omega$. Products such as $vP$ imply integration over the common coordinate.

The full calculation comes first. G0W0 replaces $V_{xc}$ by the self-energy

$$\Sigma_{xc}(E)=\frac{i}{2\pi}\int dE'\,e^{iE'0^+}G_0(E+E')\,W(E'),\qquad W=v+vPW,\tag{3}$$

so that $G^{-1}=E-H(E)$ with $H(E)=H_{KS}-V_{xc}+\Sigma_{xc}(E)$. The polarizability $P$ is a sum over transitions from occupied $i$ to empty $a$. With $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, the two time orders give $1/(E-\Delta_{ia})-1/(E+\Delta_{ia})=2\Delta_{ia}/(E^2-\Delta_{ia}^2)$, and spin gives another factor of two:

$$P(\mathbf r,\mathbf r';E)=\sum_{ia}\phi_i(\mathbf r)\phi_a(\mathbf r)\,\frac{4\Delta_{ia}}{E^2-\Delta_{ia}^2}\,\phi_i(\mathbf r')\phi_a(\mathbf r').\tag{4}$$

The active block of $G$ follows by eliminating the rest. With $B=H_{AR}$, block inversion gives

$$[G]_{AA}^{-1}=E-H_{AA}-B\,(E-H_{RR})^{-1}B^{T}.\tag{5}$$

Kohn-Sham orbitals make $H_{KS}$ diagonal, so $B$ comes from $\Sigma_{xc}-V_{xc}$ alone. Equation (1) drops the last term of (5). This is an approximation, and its size in the example is given below.

The active Hamiltonian is

$$\hat H_A=\sum_{pq\sigma}(t_{\rm eff})_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}+\frac12\sum_{pqrs,\sigma\tau}(pq|v_{\rm eff}|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

A solver applied to it generates its own Hartree potential and its own exchange and correlation, although contributions of both kinds are already contained in $H_{AA}$. To identify the repeated part, let the solver work at the same level as the surroundings, namely one-shot GW built on $G_0^A$. Its Green's function obeys

$$[G_A]^{-1}=E-t_{\rm eff}-V_H^{A}-\Sigma_{xc}^{A}(E).$$

At this common level nothing should be gained by embedding, so the result must equal $E-H_{AA}$. Hence $t_{\rm eff}=H_{AA}-V_H^A-\Sigma_{xc}^A$: the double-counting term is what the active Hamiltonian itself produces in GW. When a better solver is then used, the total self-energy in $A$ is the full GW one, plus the solver's self-energy, minus the GW self-energy of the same active Hamiltonian. What remains is to work out the two terms.

The interaction must contain the screening by everything except the transitions that the solver will treat. Split $P=P^A+P^R$, where $P^A$ has both $i$ and $a$ in $A$, while $P^R$ holds all other transitions, including those between $A$ and $R$. Define $W^R=v+vP^RW^R$. Then

$$W^{-1}=v^{-1}-P=(W^R)^{-1}-P^A.$$

Multiplying by $W^R$ from the left and by $W$ from the right gives $W^R=W-W^RP^AW$, or

$$W=W^R+W^RP^AW.\tag{6}$$

Now take matrix elements between active pairs. By (4), $P^A$ contains products $\phi_i\phi_a$ of active orbitals alone, so

$$(pq|W|rs)=(pq|W^R|rs)+\sum_{ia\in A}(pq|W^R|ia)\frac{4\Delta_{ia}}{E^2-\Delta_{ia}^2}(ia|W|rs).\tag{7}$$

Every integral here has four active indices. The active space, given $W^R$ as its bare interaction, therefore rebuilds the fully screened $W$ between its own orbitals. Had transitions between $A$ and $R$ been put into $P^A$, the sum would have needed integrals outside the active space.

If the solver could handle a frequency-dependent $W^R$, its GW self-energy would be $iG_0^AW$ with the full $W$. Since $G_0=G_0^A+G_0^R$, subtracting it from $\Sigma_{xc}$ would leave $[iG_0^RW]_A$. The exchange part of this dynamic form contains the bare $v$, because $W^R\to v$ at high frequency.

A Hamiltonian needs a static interaction, and one sets $v_{\rm eff}=W^R(E=0)$. The solver then has $v_{\rm eff}$ at all frequencies, in exchange as well as in screening. Its GW self-energy is accordingly built from $v_{\rm eff}$ throughout, which is the content of (2).

The Hartree term needs $v_{\rm eff}$ for the same reason, and there is a direct physical picture. Let the active density change by $\delta n_A$. The rest responds to the total potential change $\delta V$ with $\delta n_R=P^R(0)\,\delta V$ to first order, and therefore

$$\delta V=v(\delta n_A+\delta n_R)=v\,\delta n_A+vP^R(0)\,\delta V\;\Rightarrow\;\delta V=W^R(0)\,\delta n_A.$$

Within the random-phase approximation, where the rest responds only to the Hartree potential, $v_{\rm eff}$ thus gives the right change of potential around the Kohn-Sham density. At that density itself the Hartree potential is already in $H_{KS}$, and the solver's additional $v_{\rm eff}\rho$ has to be removed in full. Removing $v\rho$ instead would leave a spurious $(v_{\rm eff}-v)\rho$.

Since $t_{\rm eff}$ must be static and symmetric, each self-energy matrix $S(E)$ in (1) is replaced by

$$S_{pq}\to\tfrac12\,[S_{pq}(\varepsilon_p)+S_{pq}(\varepsilon_q)].\tag{8}$$

The same rule is used for $\Sigma_{xc}$ and for $\Sigma_{xc}^{dc}$. With it the cancellation at GW level refers to the Kohn-Sham energies: a diagonal element cancels at its own level, an off-diagonal one in the average over its two levels. At other energies the frequency dependence leaves a remainder.

The smallest active space with internal screening has one occupied orbital $H$ and one empty orbital $L$. From here on $(pq|rs)$ means an integral over $v_{\rm eff}$. Write $\Delta=\varepsilon_L-\varepsilon_H$ and $K=(HL|HL)$. There is a single transition, and with $\Pi=4\Delta/(E^2-\Delta^2)$ the Dyson equation in (2) is a scalar one:

$$(pq|W^A|rs)=(pq|rs)+(pq|HL)\frac{\Pi}{1-K\Pi}(HL|rs).$$

The fraction is

$$\frac{\Pi}{1-K\Pi}=\frac{4\Delta}{E^2-\Omega^2}=\frac{2\Delta}{\Omega}\left[\frac1{E-\Omega+i0^+}-\frac1{E+\Omega-i0^+}\right],\qquad \Omega^2=\Delta^2+4\Delta K.\tag{9}$$

The self-energy $\frac{i}{2\pi}\int dE'\,G_0^A(E+E')W^A(E')$ now follows from residues. The static part $v_{\rm eff}$ needs the factor $e^{iE'0^+}$, which closes the contour in the upper half-plane. There lies the pole of the occupied orbital, and $(i/2\pi)(2\pi i)=-1$ gives the exchange term $-(pH|Hq)$.

For the screened part the integrand falls off fast enough to close either way. For $n=H$ the pole of $G_0^A$ is in the upper half-plane, so one closes below and meets only $E'=\Omega$. The clockwise contour gives $(i/2\pi)(-2\pi i)=1$ times the residue $(2\Delta/\Omega)/(E-\varepsilon_H+\Omega)$. For $n=L$ one closes above and meets $E'=-\Omega$; the factor $-1$ from the contour cancels the minus sign in (9). Together,

$$\Sigma^{dc}_{c,pq}(E)=\frac{2\Delta}{\Omega}\left[\frac{(pH|HL)(qH|HL)}{E-\varepsilon_H+\Omega}+\frac{(pL|HL)(qL|HL)}{E-\varepsilon_L-\Omega}\right].\tag{10}$$

Because $\rho_{HH}=2$ is the sole nonzero element of $\rho$, the Hartree term is $2(pq|HH)$.

Two limits show what the formula does. If $A$ contains all orbitals, then $P^R=0$, $v_{\rm eff}=v$ and $W^A=W$. The double-counting term becomes $V_H+\Sigma_{xc}$, and (1) reduces to $t_{\rm eff}=H_{KS}-V_H-V_{xc}$, the original one-body Hamiltonian. The GW input has dropped out, as it must when the solver treats every electron.

If instead $A$ is a single occupied orbital, then $P^A=0$ and GW reduces to Fock exchange. With $U=(HH|HH)$ one has $\Sigma_{dc}=2U-U=U$ and $t_{\rm eff}=\varepsilon^{qp}-U$, where $\varepsilon^{qp}=(H_{AA})_{HH}$. The energy difference between two electrons and one is $(2t_{\rm eff}+U)-t_{\rm eff}=\varepsilon^{qp}$, so the removal energy of the surrounding theory is recovered.

An accurate solver also produces terms that GW lacks, and these must not be subtracted. One of them, second-order exchange, appears at second order in $v_{\rm eff}$. At that order (10) has $\Omega\to\Delta$ and a prefactor of 2, which is the spin sum of the polarization loop. In its second term the virtual state contains two electrons in $L$ and a hole in $H$. For equal spins this state violates the Pauli principle, so only one of the two spin choices is real. The first term, with two holes in $H$, behaves in the same way. The second-order exchange diagram removes the forbidden half; in this two-orbital space it is minus one half of the GW ring term. $\Sigma_{xc}$ does not contain it, so when the solver adds it, nothing is counted twice.

Another such term is density relaxation. If $H_{AA}$ has an element between $H$ and $L$, the solver's density departs from $\rho$, and its Hartree and exchange potentials change accordingly. One-shot GW keeps both at the Kohn-Sham density, so this change is not counted twice either. In the model below, the solver's density matrix has an $HL$ element of magnitude 0.43, where $\rho$ has zero.

A model with round parameters shows the sizes. Six sites lie on a line, 0.25 nm apart, and hold six electrons. The interaction is softened, $v_{ij}=e^2/(4\pi\varepsilon_0\sqrt{r_{ij}^2+b^2})$ with $b=0.25$ nm, giving 5.76 eV on a site and 4.07 eV between neighbours. The Kohn-Sham site energies are $2,-2,-0.5,0.5,-2,2$ eV and the neighbour hoppings $-3,-0.5,-1,-0.5,-3$ eV. The two middle sites act as the defect, and the outer pairs are a polarizable host. The exchange-correlation potential is a local model, $V_{xc,i}=-\frac12v_{ii}n_i$ with site occupation $n_i$. The external one-body term is then $H_{KS}-V_H-V_{xc}$, so that the chosen $H_{KS}$ is self-consistent.

Diagonalizing $H_{KS}$ gives $\varepsilon_H=-1.054$ eV and $\varepsilon_L=1.137$ eV, hence $\Delta=2.190$ eV. Both orbitals have about 97 to 98% of their weight on the defect sites. Inverting $1-vP^R(0)$ in the site basis, with all nine transitions except $H\to L$, yields $v_{\rm eff}$. In eV:

| integral | $v$ | $v_{\rm eff}$ | $W(0)$ |
|---|---|---|---|
| $(HH\vert HH)$ | 4.950 | 4.737 | 4.651 |
| $(LL\vert LL)$ | 4.991 | 4.778 | 4.692 |
| $(HH\vert LL)$ | 4.639 | 4.436 | 4.523 |
| $(HL\vert HL)$ | 0.658 | 0.637 | 0.295 |
| $(HH\vert HL)$ | 0.330 | 0.320 | 0.148 |
| $(LL\vert HL)$ | −0.330 | −0.320 | −0.148 |

The host screens weakly here, while the active transition more than halves the last three integrals. At $E=0$ the scalar Dyson equation gives $K/(1+4K/\Delta)=0.637/2.164=0.295$ eV. It also explains why $(HH|LL)$ rises on rescreening: the correction is $-4(HH|HL)(HL|LL)/(\Delta+4K)$, and the two integrals have opposite signs.

For the double counting, $\Omega=\sqrt{2.190^2+4(2.190)(0.637)}=3.222$ eV and $2\Delta/\Omega=1.360$. At $E=\varepsilon_H$, (10) gives

$$\Sigma^{dc}_{c,HH}=1.360\left[\frac{0.320^2}{3.222}-\frac{0.637^2}{2.190+3.222}\right]\text{eV}=-0.059\ \text{eV}.$$

The other elements are 0.137 eV for $HL$ and 0.059 eV for $LL$. The full $\Sigma_{xc}$ comes from the random-phase poles of all nine transitions. In eV, the parts combine as follows:

| | $HH$ | $HL$ | $LL$ |
|---|---|---|---|
| $H_{KS}-V_{xc}+\Sigma_{xc}$ | −2.619 | 0.927 | 2.705 |
| Hartree | 9.474 | 0.639 | 8.872 |
| exchange | −4.737 | −0.320 | −0.637 |
| correlation | −0.059 | 0.137 | 0.059 |
| $t_{\rm eff}$ | −7.297 | 0.470 | −5.589 |

The last line is the first minus the next three. The $HL$ element in the first line mixes the two Kohn-Sham orbitals slightly: diagonalizing this static block gives states with about 97% of their weight in one orbital and 3% in the other. The dropped term of (5), evaluated at the Kohn-Sham energies, would shift $H$ by −0.003 eV and $L$ by less than 0.0001 eV. The second value is so small because remaining levels below and above $L$ contribute with opposite signs. At the eigenvalues of the static active block, −2.776 and 2.862 eV, its diagonal elements for $H$ and $L$ are 0.0001 and −0.005 eV, and including the term there would lower the gap and the excitation energies found below by about 0.007 eV. These eigenvalues are not the G0W0 quasiparticle energies: solving the quasiparticle equation with the energy-dependent active block gives −2.694 and 2.779 eV.

The two-electron problem is small enough to write down. The triplet energy is $t_{HH}+t_{LL}+(HH|LL)-K=-9.087$ eV. For singlets the basis is $H^2$, $L^2$ and the open-shell $HL$ state, with diagonal energies

$$2t_{HH}+(HH|HH)=-9.858,\quad 2t_{LL}+(LL|LL)=-6.399,\quad t_{HH}+t_{LL}+(HH|LL)+K=-7.812\ \text{eV}.$$

The coupling of $H^2$ to $L^2$ is $K$. The open-shell state couples to $H^2$ by $\sqrt2\,[t_{HL}+(HH|HL)]=1.117$ eV and to $L^2$ by $\sqrt2\,[t_{HL}+(LL|HL)]=0.212$ eV. The two lowest eigenvalues are −10.412 and −7.493 eV. The triplet thus lies 1.325 eV and the excited singlet 2.919 eV above the ground state.

For the fundamental gap $E(3)+E(1)-2E(2)$ one also needs one and three electrons. The lower eigenvalue of $t_{\rm eff}$ is $E(1)=-7.418$ eV. With three electrons the configurations $H^2L$ and $HL^2$ have energies −7.211 and −5.461 eV and couple by $t_{HL}+(HH|HL)+(LL|HL)=0.469$ eV, so $E(3)=-7.329$ eV. The gap is $-7.329-7.418+20.824=6.077$ eV.

Full diagonalization of the six-site Hamiltonian supplies the reference for this model. In eV, for several choices of the double-counting term:

| | gap | triplet | singlet |
|---|---|---|---|
| full diagonalization | 5.96 | 1.32 | 2.90 |
| Hartree + GW, (2) | 6.08 | 1.33 | 2.92 |
| Hartree + Fock | 6.27 | 1.54 | 3.12 |
| Hartree alone | 9.70 | 5.14 | 6.53 |
| Hartree + $iG_0^AW$ | 6.08 | 1.33 | 2.92 |

Relative to the reference, (2) is too high by 0.12 eV for the gap and by about 0.005 and 0.02 eV for the two excitations. Leaving out the rescreening raises these errors to 0.31, 0.22 and 0.22 eV. The correlation part of $\Sigma_{dc}$ is small beside the Hartree part, yet it matters on the scale of the excitation energies. With Hartree alone, exchange is counted twice and the errors are several eV. The smallest of these errors depend on choices made along the way. The triplet error is below the 0.007 eV effect of the dropped term of (5). If (8) is evaluated at the quasiparticle energies −2.694 and 2.779 eV instead of the Kohn-Sham ones, the errors of (2) become 0.06, −0.05 and −0.04 eV, against 0.21, 0.14 and 0.07 eV without rescreening. For the same six-site Hamiltonian, a self-consistent start with the factor $\frac12$ in $V_{xc}$ replaced by values from 0.25 to 0.75 gives excitation errors between −0.015 and 0.04 eV, while the effect of the rescreening on the excitations falls from about 0.27 eV to about 0.01 eV as the Kohn-Sham gap opens. One weakly screened model does not establish such accuracy elsewhere.

The last line of the table combines the dynamic form with a static $v_{\rm eff}$ in the solver, which is inconsistent, yet with (8) at the Kohn-Sham energies it changes little (at the quasiparticle energies the two forms differ by 0.05 to 0.06 eV). The reason can be found in the limit where the excitations of the rest lie far above all active energies. At low energy $W$ and $W^A$ then agree. They differ through a high pole, at an energy $\Omega_R$, that carries the screening by the rest. Let it contribute $w^2[1/(E-\Omega_R)-1/(E+\Omega_R)]$ to an interaction integral, so that its static value is $-2w^2/\Omega_R=v_{\rm eff}-v\equiv\delta$. As in (10), it adds $w^2/\Omega_R=-\delta/2$ to the self-energy for each occupied internal orbital $n$ of $G_0^A$ and $-w^2/\Omega_R=+\delta/2$ for each empty one. For an occupied $n$ the exchange also changes, from $-v_{\rm eff}$ to $-v=-v_{\rm eff}+\delta$. Both cases sum to $+\delta/2$:

$$[iG_0^AW]_{pq}-[iG_0^AW^A]_{pq}\approx\frac12\sum_{n\in A}(pn|v_{\rm eff}-v|nq).\tag{11}$$

The table of integrals gives −0.117 eV for both $HH$ and $LL$, and nearly zero for $HL$. The computed differences are −0.115, −0.119 and −0.001 eV. The diagonal elements thus follow (11) to 2%, although the limit is only roughly met: the lowest pole of $W^R$ lies at 4.69 eV, against $\Omega=3.22$ eV. The result is almost the same shift $c$ of both levels. Such a shift changes every $N$-electron energy by an amount proportional to $N$, which cancels in excitations at fixed $N$ and in the gap, since $3+1-2\cdot2=0$. The absolute ionization energy and electron affinity do not have this protection. In the model, (2) gives 2.99 and −3.08 eV for them, against 3.43 and −2.53 eV from full diagonalization: both are too low by about half an electronvolt, and most of this error cancels in the gap.

The same argument applies to a Hartree term built with $v$ instead of $v_{\rm eff}$. It would change the diagonal of $\Sigma_{dc}$ by $2(4.950-4.737)=0.43$ eV for $H$ and $2(4.639-4.436)=0.41$ eV for $L$, again mostly a common shift. Where the rest screens the two orbitals differently, the shifts would differ and change the gap and the excitation energies as well.

The conditions for (1) and (2) follow from the steps. The static $v_{\rm eff}$ requires the relevant excitations of the rest to lie well above those of the active space. Dropping the last term of (5) is justified when the coupling between $A$ and $R$ in the quasiparticle Hamiltonian is small compared with the distances between their levels. The density matrix and $P^A$ assume a closed-shell Kohn-Sham reference, and the result depends on $V_{xc}$ through the Kohn-Sham orbitals and energies, which enter $v_{\rm eff}$ as well as both self-energies. The subtraction removes the GW part of the active-space correlation; it does not repair errors of GW in the surroundings.
